# Sampling first nucleation times under a sinusoidal field by thinning

A grain of a ferroelectric film is poled against the positive field direction, and a sinusoidal field starts at $t=0$. Let $\lambda(t)$ be the nucleation hazard: $\lambda(t)\,dt$ is the probability of nucleation in $(t,t+dt)$, given that none has occurred before. If $\lambda(t)\le M$ at all times, the first nucleation time $T$ can be sampled without integrating $\lambda$:

1. Set $t=0$.
2. Draw a gap $g$ from the exponential distribution of rate $M$ and replace $t$ by $t+g$.
3. Draw $v$ uniformly from $[0,1)$. If $v<\lambda(t)/M$, return $T=t$. Otherwise go back to step 2, keeping $t$.

The returned time has the survival probability

$$P(T>t)=e^{-\Lambda(t)},\qquad \Lambda(t)=\int_0^t\lambda(s)\,ds, \tag{1}$$

and its integrated hazard follows the unit exponential law,

$$P(\Lambda(T)>u)=e^{-u},\qquad u\ge 0. \tag{2}$$

Equation (2) requires that $\Lambda(t)$ grow without bound, as it does for the periodic hazard below; otherwise some runs never nucleate. It holds for the first event of each independent run. Later events of a continued run obey a different law, derived below.

## The hazard

The field in the film is $E(t)=E_0\sin\omega t$, with period $\mathcal P=2\pi/\omega$. The hazard is taken as

$$\lambda(t)=\lambda_0\,e^{-E_a/E(t)}\ \text{ for }E(t)>0,\qquad \lambda(t)=0\ \text{ otherwise.}$$

A simple nucleus gives this form. Consider a reversed cylinder of radius $r$ through a film of thickness $h$, with wall energy $\sigma$ per area. Reversing the polarization from $-P$ to $+P$ lowers the energy density by $2PE$, so

$$W(r)=2\pi rh\sigma-2PE\,\pi r^2h .$$

Setting $dW/dr=2\pi h\sigma-4\pi PErh=0$ gives $r^*=\sigma/(2PE)$. Inserting it,

$$W^*=\frac{\pi h\sigma^2}{PE}-\frac{\pi h\sigma^2}{2PE}=\frac{\pi h\sigma^2}{2PE}.$$

The barrier varies as $1/E$, and the Boltzmann factor $e^{-W^*/kT}$ has the assumed form with $E_a=\pi h\sigma^2/(2PkT)$. The critical volume is $\pi r^{*2}h=W^*/(2PE)$.

The example uses $h=10$ nm, $P=20$ µC/cm², $T_{\rm film}=300$ K, $E_0=1.2$ MV/cm, $E_a=15$ MV/cm, $\lambda_0=10^{10}$ s⁻¹ per grain and a frequency of 10 kHz. The steepness is $a=E_a/E_0=12.5$, and the barrier at the field peak is $12.5\,kT=0.323$ eV. The corresponding cylinder has a volume of 1.08 nm³ but a radius of 0.185 nm, which is smaller than a unit cell. The continuum picture therefore fails for these numbers, and the rate law is used as an empirical input.

## What goes wrong with time steps

The direct scheme divides time into steps $\Delta t$ and lets the grain nucleate in each step with probability $\lambda\Delta t$. The probability of surviving all steps is $\prod_i(1-\lambda_i\Delta t)$. Its logarithm follows from $-\ln(1-x)=x+x^2/2+\dots$:

$$-\ln\prod_i(1-\lambda_i\Delta t)=\sum_i\lambda_i\Delta t+\frac{\Delta t}{2}\sum_i\lambda_i^2\Delta t+\dots$$

As $\Delta t\to0$ the first sum becomes $\Lambda$ and the second term vanishes. This proves that a process with hazard $\lambda$ has survival $e^{-\Lambda}$. At finite $\Delta t$ the second term is an excess hazard.

Its size requires the integral of $\lambda$ over a cycle. Near the peak put $\omega t=\pi/2+\varphi$, so that $1/\sin\omega t=1/\cos\varphi\approx1+\varphi^2/2$. With $M=\lambda_0e^{-a}$, the peak hazard,

$$\int_0^{\mathcal P}\lambda\,dt\approx\frac{M}{\omega}\int_{-\infty}^{\infty}e^{-a\varphi^2/2}d\varphi=\frac{M}{\omega}\sqrt{\frac{2\pi}{a}}=\frac{M\mathcal P}{\sqrt{2\pi a}} . \tag{3}$$

Squaring the hazard replaces $M$ by $M^2$ and $a$ by $2a$, so $\int\lambda^2dt\big/\int\lambda\,dt\approx M/\sqrt2$. The relative excess in the hazard per cycle is therefore about $M\Delta t/(2\sqrt2)$, to leading order in $\Delta t$ and for large $a$.

In the example $M=3.727\times10^4$ s⁻¹. An excess of 1% requires $\Delta t\approx0.0283/M=0.76$ µs. The mean first nucleation time is 227 µs, so a run takes about 300 steps, and its event times are still rounded to the step. The step probability $1-e^{-\lambda\Delta t}$ would remove this excess and allow much longer steps (with midpoint rates, 16 steps per cycle, about 36 per run, give the hazard per cycle to 0.03%), but the rounding of event times and the error of replacing the integral by a sum within a cycle would remain.

## From exponential gaps to thinning

An exponential gap would remove the step, but with which rate? The current rate is unsuitable. At $t=0$ it vanishes and the wait would be infinite; at the field peak it would extend the peak hazard into a time when the field has already fallen. An exponential gap is correct for a rate that stays constant throughout the gap.

The constant rate $M$ meets that condition but produces too many events. At time $t$ the excess factor is $M/\lambda(t)$, so each candidate should be kept with probability $\lambda(t)/M$. It remains to show that this correction gives the full distribution of $T$.

Let $n$ candidates fall at $t_1<\dots<t_n$ in $(0,t)$. Each gap contributes a density $Me^{-Mg}$, and the empty interval after $t_n$ contributes $e^{-M(t-t_n)}$. The exponents add up to $-Mt$, so the joint density is $M^ne^{-Mt}$, independent of the positions. Integrating over the ordered region, whose volume is $t^n/n!$, gives the Poisson probability

$$p_n=\frac{(Mt)^n}{n!}e^{-Mt}.$$

Given $n$, the ordered times thus have the constant density $n!/t^n$, which is the density of $n$ independent uniform points after sorting. Each such point is rejected with probability

$$\frac1t\int_0^t\left(1-\frac{\lambda(s)}{M}\right)ds=1-\frac{\Lambda(t)}{Mt}.$$

No event has occurred by time $t$ if all candidates have been rejected:

$$P(T>t)=\sum_{n=0}^\infty e^{-Mt}\frac{(Mt)^n}{n!}\left(1-\frac{\Lambda(t)}{Mt}\right)^n=e^{-Mt}\,e^{Mt-\Lambda(t)}=e^{-\Lambda(t)} .$$

The bound $M$ has cancelled. Any larger $M$ gives the same distribution at greater cost. A smaller one does not, because $\lambda/M$ then exceeds one near the peak and no longer is a probability.

## Why the integrated hazard is exponential

If $\Lambda$ had an inverse, equation (2) would follow by substitution. Here $\Lambda$ is flat during every negative half cycle, so more care is needed. Define $t_u$ as the largest time with $\Lambda(t_u)\le u$. It is finite because $\Lambda$ grows by the same positive amount each cycle, and continuity gives $\Lambda(t_u)=u$. If $T>t_u$, then $\Lambda(T)>u$ by the definition of $t_u$. If $T\le t_u$, then $\Lambda(T)\le u$ because $\Lambda$ never decreases. The two events coincide, and

$$P(\Lambda(T)>u)=P(T>t_u)=e^{-\Lambda(t_u)}=e^{-u}.$$

The same argument can be restarted at an event. If the run continues and earlier events leave the hazard unchanged, the increment $\Lambda(T_k)-\Lambda(T_{k-1})$ is again unit exponential and independent of the past. The total $\Lambda(T_k)$ is a sum of $k$ such increments and follows a Gamma law of shape $k$. For $k=2$ its survival is $(1+u)e^{-u}$, which differs from $e^{-u}$ by $ue^{-u}$, at most $1/e=0.368$. The sampled second events show a distance of 0.369 from the exponential law. A grain that has already reversed does not keep its hazard, so for a single grain the first event is the relevant one.

## The hazard per cycle

The verification needs $\Lambda$ from a calculation separate from the sampler. For one cycle, with $\theta=\omega t$,

$$\Lambda_c=\frac{\lambda_0}{\omega}\int_0^\pi e^{-a/\sin\theta}\,d\theta .$$

Put $x=\ln\tan(\theta/2)$. Then $\sin\theta=1/\cosh x$ and $dx/d\theta=1/\sin\theta$, so $d\theta=dx/\cosh x$. The integrand is even in $x$:

$$\Lambda_c=\frac{2\lambda_0}{\omega}J(a),\qquad J(a)=\int_0^\infty\frac{e^{-a\cosh x}}{\cosh x}\,dx .$$

Differentiation removes the denominator: $J'(a)=-\int_0^\infty e^{-a\cosh x}dx=-K_0(a)$, where $K_0$ is the modified Bessel function. Since $J$ vanishes as $a\to\infty$,

$$\Lambda_c=\frac{2\lambda_0}{\omega}\int_a^\infty K_0(s)\,ds .$$

This form and direct quadrature of the hazard both give $\Lambda_c=0.40175$.

The leading form (3) gives $3.7267/\sqrt{2\pi\times12.5}=0.4205$, about 5% too high. The next term of $1/\cos\varphi$ is $5\varphi^4/24$. It multiplies the integrand by $1-5a\varphi^4/24$, and the Gaussian average of $\varphi^4$ is $3/a^2$, so the correction factor is $1-5/(8a)=0.95$. The corrected value, 0.399, lies 0.6% below the full integral.

In the opposite limit $a\to0$ the exponential tends to one during the positive half cycle, and $\Lambda_c\to\lambda_0\mathcal P/2$.

## Waiting time and cost

The chance of nucleation in a cycle, given survival up to its start, is $q=1-e^{-\Lambda_c}=0.331$. The cycle number is therefore geometric. Integrating $t$ by parts against the density of $T$ gives $\langle T\rangle=\int_0^\infty e^{-\Lambda}dt$. Each further cycle repeats the integral of the first with an extra factor $e^{-\Lambda_c}$, and the geometric series sums to

$$\langle T\rangle=\frac{1}{q}\int_0^{\mathcal P}e^{-\Lambda(t)}dt=226.8\ \text{µs}.$$

Let $N$ be the number of candidates up to and including the accepted one. Gap $k$ is drawn if $N\ge k$, a condition settled before that gap is known. Its mean contribution to $T$ is thus $P(N\ge k)/M$, and summing over $k$ gives

$$\langle T\rangle=\frac{\langle N\rangle}{M},\qquad \langle N\rangle=M\langle T\rangle=8.45 .$$

The sample average is 8.43. Against the 300 steps estimated above for the linear step probability, thinning needs 8.45 candidates on average, each with two random numbers, and has no step error.

The cost depends on the regime. For $\Lambda_c\ll1$ and large $a$, $\langle T\rangle\approx\mathcal P/\Lambda_c$, so $\langle N\rangle\approx\sqrt{2\pi a}$: a steeper rate law wastes more candidates, but slowly. For $\Lambda_c\gg1$ the grain nucleates on the first rising edge, before $\lambda$ reaches $M$, and most candidates are wasted on the way. At $a=12.5$ the mean of $\lambda/M$ at the event is 0.40 for $\Lambda_c=10$ and 0.08 for $\Lambda_c=100$, and $\langle N\rangle$ is 17 and 141. The remedy is to divide the cycle into intervals, each with its own bound. If a gap reaches beyond the interval, discard it and restart at the boundary with the next bound. This is allowed because an exponential wait has no memory. An interval with negative field can be skipped.

Depletion also affects the phase of the events. The hazard is symmetric about the field peak at 90°, but the event density within a cycle is $\lambda e^{-\Lambda}$, and the decreasing factor $e^{-\Lambda}$ favours earlier times. The mean phase is 88.3° by integration and 88.4° in the sample.

## One run by hand

This run was selected because it ends at the fifth candidate. The mean gap is $1/M=26.8$ µs.

The first candidate falls at 129.41 µs, at phase 105.9° of the second cycle. Its acceptance probability is $\exp[-12.5(1/\sin105.9^\circ-1)]\approx0.61$. The draw 0.768 is larger, so it is rejected. The clock stays at 129.41 µs, and the next gap leads to 142.18 µs. There the phase is 151.9° and the probability is below $10^{-4}$. The third candidate, at 197.15 µs, meets a negative field. The fourth, at 200.06 µs, comes just after the field has crossed zero. Both are rejected.

The fifth falls at 222.67 µs, at phase 81.6° of the third cycle. Its probability is 0.874 and the draw is 0.622, so nucleation occurs. Two full cycles contribute $2\times0.40175=0.8035$ to the integrated hazard, and the part of the third cycle contributes 0.1180. The sum, 0.9215, is the integrated hazard at this event. Because the run was selected by its number of candidates, this value is not a fair draw from the unit exponential law; only runs taken without selection provide such draws.

## What the verification can detect

For 40000 runs, $\Lambda(T)$ has mean 1.002 and variance 1.030; both should be one. The standard error of the mean is $1/\sqrt{40000}=0.005$. For a unit exponential variable, $(\Lambda-1)^2$ has variance $9-1=8$, so the standard error of the variance is $\sqrt{8/40000}=0.014$. The sample variance is about two standard errors high. The fraction nucleating in the first cycle, 0.3358 against 0.3309, is also about two standard errors high. Both come from the same sample, and neither is large enough to indicate a fault.

The Kolmogorov–Smirnov distance is the largest difference between the sampled and the expected cumulative distributions. Here it is 0.0059, below the 5% critical value of 0.0068, with a p-value of 0.125. To see what this excludes, let the sampled hazard be $(1+\varepsilon)$ times the assumed one. The survival of the score becomes $e^{-(1+\varepsilon)u}$, which differs from $e^{-u}$ by about $\varepsilon ue^{-u}$, with maximum $\varepsilon/e$. This equals the critical value at $\varepsilon=1.85\%$. Much smaller hazard errors would usually pass unnoticed in a sample of this size. The critical value also presumes that the hazard was known beforehand; parameters fitted to the same events would tend to make the distance too small.

Two faulty samplers show that the comparison can fail. With the bound halved and probabilities above one cut to one, the realized hazard is the smaller of $\lambda$ and $M/2$, events come too late, and the distance is 0.140. If instead the clock returns to zero after each rejection, the event density becomes proportional to $\lambda(t)e^{-Mt}$. Successive cycles then differ in weight by $e^{-M\mathcal P}=e^{-3.727}=0.024$, so 97.6% of the events fall in the first cycle instead of 33.1%. The difference, 0.645, agrees with the measured distance of 0.646.

## Comparison with a real capacitor

The thickness, polarization and field are roughly typical of hafnia-based ferroelectric capacitors, whose coercive fields are of the order of 1 MV/cm. The values of $E_a$ and $\lambda_0$ are effective ones, chosen to make the hazard per cycle of order one. The model also assumes that all grains share one known hazard, which disorder in a film would break. With $\lambda_0$ and $E_0$ held fixed, lowering or raising $E_a$ by 10% gives $\Lambda_c=1.47$ or 0.110, a factor of 13 between the two. Each class follows the exponential law with its own hazard. An equal mixture judged by the nominal hazard has a distance of 0.170, because the slow grains leave a long tail. In a real film such a failure may reveal disorder and not a sampling error.

Other neglected effects change the hazard or separate nucleation from reversal:

- **Temperature.** At 85 °C, with the barrier in eV and $\lambda_0$ unchanged, $\Lambda_c$ rises from 0.40 to 3.3.
- **Depolarization.** A 0.5 nm interface layer of permittivity 10, on a film of permittivity 30, gives an unscreened field of 0.98 MV/cm. Before switching, this field points along the positive applied field. The layer itself would then carry about 20 MV/cm, so most of the field must be screened in practice. If 10% of it remains unscreened and the amplitude in the film is held at 1.2 MV/cm, $\Lambda_c$ becomes 1.1. The layer also takes part of the applied voltage: at a fixed amplitude of 1.2 V the film sees only 1.04 MV/cm, and with the same bias $\Lambda_c$ falls to 0.22.
- **Growth.** The hazard is concentrated in a window of about $\mathcal P/\sqrt{2\pi a}=11$ µs. A domain wall must move at about 0.9 mm/s to cross 10 nm in that time. If it is slower, nucleation and reversal of the grain are separate events.

The first two effects also change the peak hazard, so $M$ must be recomputed before sampling. A series resistance of 1 kΩ with a 100 µm² capacitor delays the field by 2.7 ns if only the linear dielectric charge is counted, which is negligible at 10 kHz. The full switching charge $2P$ per area, spread over the 11 µs window, adds a voltage drop of about 3.5 mV. This is 0.3% of the amplitude, but the steep rate law amplifies it: a constant drop of this size lowers $\Lambda_c$ by about 4%. Only a third of the grains switch in the first cycle, so the drop there peaks near 1.2 mV and lowers $\Lambda_c$ by about 1%. The amplitude is about 0.3 of a rough breakdown field of 4 MV/cm. Direct tunnelling through a 2 eV barrier with mass $0.2\,m_e$ is suppressed by a factor of about $e^{-54}$; trap-assisted leakage is not covered by this estimate. The full set of values is given in the numerical output.

## Numbers as computed

```
field amplitude 1.20 MV/cm, frequency 10 kHz
activation field 15.0 MV/cm, attempt rate 1.0e+10 1/s
film 10 nm, P 20 uC/cm2, T 300 K
steepness Ea/E0 12.50, barrier at peak 0.323 eV
cylinder: wall energy 8.89 mJ/m2, radius 0.185 nm
critical volume 1.08 nm3
peak hazard (bound) 3.7267e+04 1/s = 3.7267 per cycle
hazard per cycle 0.40175, Bessel form 0.40175
hazard per cycle, leading Laplace form 0.42051
demonstration run, seed 41: time us, phase deg, chance, draw
    129.41   105.9 0.6095 0.7679
    142.18   151.9 0.0000 0.8270
    197.15   349.7 0.0000 0.3498
    200.06     0.2 0.0000 0.6025
    222.67    81.6 0.8741 0.6218
  integrated hazard at its event 0.9215
number of runs 40000
Lambda(T): mean 1.0023, variance 1.0298
  fraction above 0.5: 0.6049, exp(-u) 0.6065
  fraction above 1.0: 0.3696, exp(-u) 0.3679
  fraction above 2.0: 0.1351, exp(-u) 0.1353
  fraction above 3.0: 0.0505, exp(-u) 0.0498
KS distance 0.00588, p-value 0.125
KS 5% critical distance 0.00679
smallest visible hazard error 1.85 %
mean first time: sample 227.26 us, integral 226.78 us
first-cycle chance: sample 0.3358, formula 0.3309
candidates per event: sample 8.431, formula 8.451
mean phase: sample 88.36 deg, integral 88.31 deg
second event: KS of increment 0.00492, p 0.286
second event: KS of total to Gamma(2) 0.00336, p 0.756
second event: KS of total to exponential 0.3690
KS with bound halved 0.1402
KS with clock reset 0.6457
grains Ea -10%, +10%: hazard per cycle 1.4713, 0.1102
grains, own hazard: KS 0.00337, 0.00552
grains mixed, nominal hazard: KS 0.1701
at 358.15 K: hazard per cycle 3.314
interface layer 0.5 nm, permittivities 10 and 30
depolarising field, unscreened 0.982 MV/cm
with 10% unscreened: bias 0.0982 MV/cm, hazard per cycle 1.116
area 100 um2, series 1000 ohm: RC delay 2.66 ns
hazard window 11.28 us
wall speed to cross 10 nm in that window 0.89 mm/s
rough breakdown field 4 MV/cm, amplitude/breakdown 0.30
tunnel barrier 2.0 eV, mass 0.2 m_e: WKB exponent 53.8
peak displacement current density 0.200 A/cm2
```
